# The Branch Point of a One-Dimensional Two-Band Crystal: verification in Python

```python
"""Branch point of a one-dimensional two-band crystal.

Potential 2 V cos(G x), G = 2 pi / a, t = hbar^2 / 2m, eps0 = t (G/2)^2.
Two plane waves k and k-G are kept; e = E - eps0; in the gap k = G/2 + i q.
Result under test, for 0 < V < 2 eps0:
    e_b = -V^2 / (4 eps0),   q_b = V / (t G),
where q(e) is largest, the valence-edge and conduction-edge weights are equal,
and the gap-pole part of the Green's function, (dq/dE) exp(-q X), changes sign.
The full cosine crystal with all its bands is used as an independent check.
Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

a = 0.30
V = 1.0
t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
G = 2 * np.pi / a
eps0 = t * (G / 2)**2


# ---------- two-band model ----------
def two_band_matrix(kappa, coupling=V):
    """Hamiltonian minus eps0 at k = G/2 + kappa (kappa may be complex)."""
    return np.array([[t * (G / 2 + kappa)**2 - eps0, coupling],
                     [coupling, t * (-G / 2 + kappa)**2 - eps0]])


def q_from_roots(e):
    """Decay constant from the roots of the secular polynomial in kappa."""
    secular = np.polymul([t, t * G, -e], [t, -t * G, -e])
    secular[-1] -= V**2
    roots = np.roots(secular)
    evanescent = roots[np.abs(roots.imag) > 1e-6]
    assert len(evanescent) == 2
    assert np.max(np.abs(evanescent.real)) < 1e-7
    return np.max(evanescent.imag)


def q_formula(e):
    root = np.sqrt(4 * eps0**2 + 4 * eps0 * e + V**2)
    return np.sqrt((root - e - 2 * eps0) / t)


def slope_formula(e):
    root = np.sqrt(4 * eps0**2 + 4 * eps0 * e + V**2)
    return (2 * eps0 / root - 1) / (2 * t * q_formula(e))


edge_energies, edge_vectors = np.linalg.eigh(two_band_matrix(0.0))
assert np.allclose(edge_energies, [-V, V], atol=1e-10)


def conduction_weight(e):
    """Weight of the conduction-edge wave in the decaying gap state."""
    matrix = two_band_matrix(1j * q_from_roots(e)) - e * np.eye(2)
    _, singular, right = np.linalg.svd(matrix)
    assert singular[-1] < 1e-7
    null_vector = right[-1].conj()
    return abs(edge_vectors[:, 1] @ null_vector)**2


def pole_term(e, distance):
    """Contour integral of the traced resolvent around kappa = i q."""
    q = q_from_roots(e)
    angles = 2 * np.pi * np.arange(64) / 64
    total = 0.0
    for step in 0.5 * q * np.exp(1j * angles):
        kappa = 1j * q + step
        resolvent = np.linalg.inv(e * np.eye(2) - two_band_matrix(kappa))
        total += np.trace(resolvent) * np.exp(1j * kappa * distance) * 1j * step
    return total / 64


e_b = -V**2 / (4 * eps0)
q_b = V / (t * G)
search = minimize_scalar(lambda e: -q_from_roots(e), bounds=(-0.99 * V, 0.99 * V),
                         method="bounded", options={"xatol": 1e-10})
assert abs(search.x - e_b) < 1e-5
assert abs(-search.fun - q_b) < 1e-8
merged = np.linalg.eigvals(two_band_matrix(1j * q_b))
# a double eigenvalue is resolved only to the square root of machine precision
assert np.max(np.abs(merged - e_b)) < 1e-6

table_energies = [-0.9 * V, -0.5 * V, e_b, 0.0, 0.5 * V, 0.9 * V]
table = []
for e in table_energies:
    q = q_from_roots(e)
    weight = conduction_weight(e)
    pole = pole_term(e, 2 * a)
    assert abs(q - q_formula(e)) < 1e-8
    assert abs(weight - 0.5 * (1 + (e + t * q_formula(e)**2) / V)) < 1e-6
    assert abs(pole - slope_formula(e) * np.exp(-q_formula(e) * 2 * a)) < 1e-7
    table.append((e, q, weight, pole.real))
assert abs(conduction_weight(e_b) - 0.5) < 1e-6
scan = np.array([conduction_weight(e) for e in np.linspace(-0.99, 0.99, 41) * V])
assert np.all(np.diff(scan) > 0) and scan[0] < 0.05 and scan[-1] > 0.95

# the lower band peaks at the zone boundary only for V < 2 eps0
for ratio, is_maximum in ((1.9, True), (2.1, False)):
    centre = np.linalg.eigvalsh(two_band_matrix(0.0, ratio * eps0))[0]
    beside = np.linalg.eigvalsh(two_band_matrix(0.01 * G, ratio * eps0))[0]
    assert (beside < centre) == is_maximum


# ---------- full cosine crystal ----------
def half_trace(E, coupling):
    """cos(k a) from integrating the Schroedinger equation over one cell."""
    def rhs(x, y):
        factor = (2 * coupling * np.cos(G * x) - E) / t
        return [y[1], factor * y[0], y[3], factor * y[2]]
    end = solve_ivp(rhs, (0, a), [1.0, 0.0, 0.0, 1.0], method="DOP853",
                    rtol=1e-12, atol=1e-13).y[:, -1]
    return 0.5 * (end[0] + end[3])


def q_full(E):
    return np.arccosh(-half_trace(E, V)) / a


def plane_wave_bands(k_points, coupling, cutoff=20):
    index = np.arange(-cutoff, cutoff + 1)
    size = len(index)
    matrices = np.zeros((len(k_points), size, size))
    matrices[:, np.arange(size), np.arange(size)] = (
        t * (k_points[:, None] + G * index)**2)
    matrices += coupling * (np.eye(size, k=1) + np.eye(size, k=-1))
    return np.linalg.eigvalsh(matrices)


def full_branch_point(coupling):
    """Gap edges, and the energy where |cos(k a)| is largest in the gap."""
    lower, upper = plane_wave_bands(np.array([G / 2]), coupling)[0, :2]
    delta = 0.01 * coupling

    def difference(E):
        return half_trace(E + delta, coupling) - half_trace(E - delta, coupling)
    branch = brentq(difference, lower + 0.1 * coupling, upper - 0.1 * coupling,
                    xtol=1e-10)
    return lower, upper, branch


valence_top, conduction_bottom, E_branch = full_branch_point(V)
assert abs(half_trace(valence_top, V) + 1) < 1e-7
assert abs(half_trace(conduction_bottom, V) + 1) < 1e-7
midgap = 0.5 * (valence_top + conduction_bottom)

k_grid = -G / 2 + G * np.arange(400) / 400
bands = plane_wave_bands(k_grid, V)


def band_sums(E, cells):
    """Valence and conduction parts of the cell-traced Green's function."""
    terms = np.cos(k_grid * cells * a)[:, None] / (E - bands)
    return terms[:, 0].mean(), terms[:, 1:].sum(axis=1).mean()


largest_error = 0.0
for E in (E_branch - 0.5, E_branch - 0.2, E_branch, E_branch + 0.3, E_branch + 0.6):
    slope = (q_full(E + 1e-3) - q_full(E - 1e-3)) / 2e-3
    for cells in (1, 2, 5):
        expected = (-1)**cells * a * slope * np.exp(-q_full(E) * cells * a)
        largest_error = max(largest_error, abs(sum(band_sums(E, cells)) - expected))
# the finite plane-wave cutoff leaves an error near 1e-6 per eV
assert largest_error < 2e-5

ratios = {}
for shift in (-0.5, 0.0, 0.5):
    for cells in (10, 20):
        valence, conduction = band_sums(E_branch + shift, cells)
        ratios[shift, cells] = abs(valence / conduction)
assert ratios[-0.5, 20] > ratios[-0.5, 10] > 1
assert ratios[0.5, 20] < ratios[0.5, 10] < 1
assert abs(ratios[0.0, 10] - 1) < 1e-2 and abs(ratios[0.0, 20] - 1) < 1e-2

scaling = []
for coupling in (1.0, 0.5, 0.25):
    low, high, branch = full_branch_point(coupling)
    offset = branch - 0.5 * (low + high)
    scaling.append((coupling, offset, offset / (-coupling**2 / (4 * eps0))))
deviations = [abs(row[2] - 1) for row in scaling]
assert deviations[0] > 2.5 * deviations[1] > 6.25 * deviations[2]
assert deviations[2] < 0.005

# ---------- printed results ----------
print(f"lattice constant a = {a:.2f} nm, V = {V:.2f} eV")
print(f"t = hbar^2/2m = {t:.6f} eV nm^2")
print(f"G = {G:.4f} 1/nm, eps0 = {eps0:.4f} eV")
print(f"two-band gap = {edge_energies[1] - edge_energies[0]:.4f} eV")
print(f"branch energy e_b, formula = {e_b:.5f} eV from midgap")
print(f"branch energy e_b, search  = {search.x:.5f} eV from midgap")
print(f"E_b above valence edge = {e_b + V:.5f} eV")
print(f"q_b, formula = {q_b:.5f} 1/nm, search = {-search.fun:.5f} 1/nm")
print(f"density decay length 1/(2 q_b) = {1 / (2 * q_b):.4f} nm")
print("two-band gap states; pole term at distance 2a:")
print("e (eV), q (1/nm), conduction weight, pole term (1/(eV nm))")
for e, q, weight, pole in table:
    print(f"{e:9.5f} {q:9.5f} {weight:9.5f} {pole:10.5f}")
print("full cosine crystal, energies from the mean potential:")
print(f"valence top = {valence_top:.5f} eV")
print(f"conduction bottom = {conduction_bottom:.5f} eV")
print(f"midgap = {midgap:.5f} eV, minus eps0 = {midgap - eps0:.5f} eV")
print(f"estimate -V^2/(8 eps0) = {-V**2 / (8 * eps0):.5f} eV")
print(f"branch point = {E_branch:.5f} eV")
print(f"branch point minus midgap = {E_branch - midgap:.5f} eV")
print(f"branch point above valence top = {E_branch - valence_top:.5f} eV")
print(f"largest q = {q_full(E_branch):.5f} 1/nm")
print("band sums at N = 2: E - E_b (eV), S_v, S_c, total (1/eV)")
for shift in (-0.5, 0.0, 0.5):
    valence, conduction = band_sums(E_branch + shift, 2)
    print(f"{shift:5.2f} {valence:9.5f} {conduction:9.5f} "
          f"{valence + conduction:9.5f}")
print(f"largest error of the pole law = {largest_error:.1e} 1/eV")
print("|S_v/S_c|: E - E_b (eV), N = 10, N = 20")
for shift in (-0.5, 0.0, 0.5):
    print(f"{shift:5.2f} {ratios[shift, 10]:9.4f} {ratios[shift, 20]:9.4f}")
print("V (eV), full-crystal E_b - midgap (eV), ratio to -V^2/(4 eps0)")
for coupling, offset, ratio in scaling:
    print(f"{coupling:5.2f} {offset:10.6f} {ratio:9.5f}")
print("verified")
```

Output:

```
lattice constant a = 0.30 nm, V = 1.00 eV
t = hbar^2/2m = 0.038100 eV nm^2
G = 20.9440 1/nm, eps0 = 4.1781 eV
two-band gap = 2.0000 eV
branch energy e_b, formula = -0.05984 eV from midgap
branch energy e_b, search  = -0.05984 eV from midgap
E_b above valence edge = 0.94016 eV
q_b, formula = 1.25319 1/nm, search = 1.25319 1/nm
density decay length 1/(2 q_b) = 0.3990 nm
two-band gap states; pole term at distance 2a:
e (eV), q (1/nm), conduction weight, pole term (1/(eV nm))
 -0.90000   0.57804   0.05637    1.90662
 -0.50000   1.11761   0.27379    0.34374
 -0.05984   1.25319   0.50000   -0.00000
  0.00000   1.25096   0.52981   -0.03509
  0.50000   1.05296   0.77112   -0.40377
  0.90000   0.51888   0.95513   -1.81981
full cosine crystal, energies from the mean potential:
valence top = 3.14908 eV
conduction bottom = 5.14729 eV
midgap = 4.14819 eV, minus eps0 = -0.02993 eV
estimate -V^2/(8 eps0) = -0.02992 eV
branch point = 4.08878 eV
branch point minus midgap = -0.05941 eV
branch point above valence top = 0.93970 eV
largest q = 1.24987 1/nm
band sums at N = 2: E - E_b (eV), S_v, S_c, total (1/eV)
-0.50   0.17162  -0.04480   0.12682
 0.00   0.07244  -0.07244  -0.00000
 0.50   0.04091  -0.14348  -0.10256
largest error of the pole law = 8.7e-07 1/eV
|S_v/S_c|: E - E_b (eV), N = 10, N = 20
-0.50   15.9616   51.5934
 0.00    1.0000    1.0000
 0.50    0.0752    0.0254
V (eV), full-crystal E_b - midgap (eV), ratio to -V^2/(4 eps0)
 1.00  -0.059406   0.99281
 0.50  -0.014931   0.99811
 0.25  -0.003738   0.99945
verified
```
